\section*{Tagged-vacancy and charge diffusivities of interacting oxygen vacancies}

\section{Problem}

A plane of oxygen sites is modelled as a periodic square lattice of $M=L^2$ sites with spacing $a$. It holds $N$ vacancies, each of effective charge $q=+2e$ relative to the filled lattice. Two vacancies cannot share a site, and each adjacent pair costs an energy $w$, which is positive for repulsion. A vacancy hops to a free neighbouring site at the rate
\begin{equation}
k=\Gamma_0\,e^{-\Delta E/2k_BT},\qquad \Gamma_0=\nu\,e^{-E_b/k_BT},
\label{rate}
\end{equation}
where $\Delta E$ is the change of pair energy in the hop. Let $x_i(t)$ be the displacement of vacancy $i$ along one lattice axis, counted hop by hop, so that a crossing of the periodic boundary is not folded back. Define
\begin{equation}
D_*=\lim_{t\to\infty}\frac{\langle x_1^2\rangle}{2t},\qquad
D_\sigma=\lim_{t\to\infty}\frac{\langle(\sum_i x_i)^2\rangle}{2Nt},\qquad
H=\frac{D_*}{D_\sigma}.
\label{defs}
\end{equation}
The averages are over thermal equilibrium. $D_*$ is the tracer diffusivity of a labelled vacancy; labels are never exchanged between adjacent vacancies.

Take $a=0.3$ nm, $T=1000$ K, $\nu=10^{13}$ s$^{-1}$, $E_b=0.8$ eV, $w=+0.1$ eV, $N=4$ and $M=16$. Find $D_*$, $D_\sigma$ and the sheet conductance. Must $H$ equal one? Does the answer change if the tracer is a labelled oxygen ion?

\section{A tempting solution}

Expand the square in $D_\sigma$. All vacancies are equivalent, so
\begin{equation}
\Big\langle\Big(\sum_i x_i\Big)^2\Big\rangle
=N\langle x_1^2\rangle+N(N-1)\langle x_1x_2\rangle .
\label{expand}
\end{equation}
Hops are single events: two vacancies never move at the same instant. Each hop of vacancy 1 is therefore independent of each hop of vacancy 2, the cross term vanishes, and $D_\sigma=D_*$. It is then enough to follow one labelled vacancy. Its mean square displacement gives $D_*=0.668\,\Gamma_0a^2=5.59\times10^{-7}$ cm$^2$/s, and the Nernst--Einstein relation with this value gives a sheet conductance of $1.04\times10^3$ cm/s in Gaussian units.

\section{Where it fails}

The expansion (\ref{expand}) is right, and so is the value of $D_*$. The fault is the word ``therefore''. The product $x_1x_2$ contains every hop of vacancy 1 multiplied by every hop of vacancy 2, at all pairs of times. The absence of simultaneous hops removes the equal-time products and says nothing about the others. A hop of vacancy 1 changes which sites are free for vacancy 2, and at what rates, so later hops of vacancy 2 depend on it. Dividing (\ref{expand}) by $2Nt$ gives the correct statement
\begin{equation}
D_\sigma=D_*+(N-1)D_{12},\qquad
D_{12}=\lim_{t\to\infty}\frac{\langle x_1x_2\rangle}{2t}.
\label{sumrule}
\end{equation}
For $N\ge2$, $H=1$ if and only if $D_{12}=0$. This term has to be computed.

\section{Diffusivities from drift correlations}

Let $C$ denote a configuration and $h$ a hop available from it, with rate $k_h$. Equilibrium has $\pi(C)\propto e^{-E(C)/k_BT}$. A hop and its reverse have opposite $\Delta E$, so their rates (\ref{rate}) have the ratio $e^{-\Delta E/k_BT}$, which is detailed balance. The generator acts on a function $g$ as
\begin{equation}
(Gg)(C)=\sum_h k_h\,[g(C_h)-g(C)],
\end{equation}
with $C_h$ the configuration after the hop. I assume that all configurations can be reached from one another, as when there is enough free space for vacancies to pass around each other.

Let $x_A$ be any displacement built from hops: that of one vacancy, or the sum over all. A hop changes it by $d_A$, and the reverse hop by $-d_A$. Its mean velocity in configuration $C$ is the drift
\begin{equation}
v_A(C)=\sum_h k_h d_A .
\end{equation}
Write $x_A=m_A+J_A$ with $J_A=\int_0^t v_A\,ds$. The remainder $m_A$ has increments of zero mean whatever the past, so increments in different time intervals are uncorrelated. Within $ds$, the mean product of the increments of $m_A$ and $m_B$ is $\sum_h k_hd_Ad_B\,ds$ to first order, since the drift parts contribute at order $ds^2$. Hence
\begin{equation}
\langle m_Am_B\rangle=t\,\Big\langle\sum_h k_hd_Ad_B\Big\rangle .
\label{mart}
\end{equation}

In equilibrium with detailed balance, a trajectory and its time reverse are equally probable. Reversal changes the sign of $x_A$ and leaves $J_B$ unchanged, because $J_B$ depends only on the configurations visited. So $\langle x_AJ_B\rangle=0$, and
\begin{align}
\langle m_Am_B\rangle&=\langle(x_A-J_A)(x_B-J_B)\rangle
=\langle x_Ax_B\rangle+\langle J_AJ_B\rangle ,\nonumber\\
\langle x_Ax_B\rangle&=t\,\Big\langle\sum_h k_hd_Ad_B\Big\rangle-\langle J_AJ_B\rangle .
\label{xx}
\end{align}
The minus sign comes from time reversal: the two vanishing cross terms leave $+\langle J_AJ_B\rangle$ on the side of $m$.

The drift correlation function is $c(u)=\langle v_A\,e^{Gu}v_B\rangle$, symmetric in $A$ and $B$ by detailed balance. Therefore
\begin{equation}
\langle J_AJ_B\rangle=2\int_0^t(t-u)\,c(u)\,du\;\to\;2t\int_0^\infty c(u)\,du
=2t\,\langle v_A(-G)^{-1}v_B\rangle .
\end{equation}
The inverse exists here because $\langle v_B\rangle=0$ (each hop cancels against its reverse) and, in a finite cell, constants are the only functions that $G$ annihilates. Dividing (\ref{xx}) by $2t$,
\begin{equation}
D_{AB}=\tfrac12\Big\langle\sum_h k_hd_Ad_B\Big\rangle-\langle v_A(-G)^{-1}v_B\rangle .
\label{main}
\end{equation}
For $A=1$, $B=2$ no hop moves both vacancies, and the first term is zero. This is the part the tempting solution saw. What remains is
\begin{equation}
D_{12}=-\langle v_1(-G)^{-1}v_2\rangle .
\label{d12}
\end{equation}

\section{Two vacancies: the ratio is below one}

Let $\mathbf r$ be the position of vacancy 2 relative to vacancy 1, and $v_1=u(\mathbf r)$. Seen from vacancy 2, its partner is at $-\mathbf r$, so $v_2=u(-\mathbf r)$. Inversion of the lattice reverses velocities, so $u(-\mathbf r)=-u(\mathbf r)$. Thus $v_2=-v_1$ and
\begin{equation}
D_{12}=+\langle v_1(-G)^{-1}v_1\rangle .
\end{equation}
The operator $-G$ is positive on functions of zero mean, so $D_{12}>0$ unless $v_1$ vanishes everywhere. It does not. Take even $L\ge4$, set $y=e^{-w/k_BT}$, and place the partner at $\mathbf r=(a,0)$. The hop to the right is blocked, while the hop to the left breaks the contact, with $\Delta E=-w$. Hence $u=-a\Gamma_0y^{-1/2}\neq0$. For two vacancies $H<1$ strictly, even at $w=0$: blocking of sites is enough.

The total drift $v_1+v_2$ is zero, so $D_\sigma$ is the first term of (\ref{main}) alone, and it can be counted. By symmetry half of the hops are along $x$, so $D_\sigma=\frac14a^2\langle K\rangle$, with $K$ the total hop rate of vacancy 1. The partner has 4 adjacent positions of weight $y$ and $M-5$ others of weight 1, which gives the normalization $M-5+4y$. Hops of vacancy 1 are steps of $\mathbf r$ among the $M-1$ nonzero positions. There are $4(M-1)$ directed steps, less the 4 that would lead onto the partner: $4M-8$. On an even lattice no two neighbours of a site are adjacent, so each of the 4 contact positions has 3 steps out, 12 in all, each with weight times rate $y\cdot y^{-1/2}\Gamma_0=\sqrt y\,\Gamma_0$. The 12 reverse steps contribute $1\cdot\sqrt y\,\Gamma_0$ each. The remaining $4M-32$ contribute $\Gamma_0$ each. So
\begin{equation}
\frac{D_\sigma}{\Gamma_0a^2}=\frac14\,\frac{4M-32+24\sqrt y}{M-5+4y}
=\frac{M-8+6\sqrt y}{M-5+4y}.
\label{closed}
\end{equation}
For $M=16$ and $w/k_BT=1.16045$ one has $y=0.3133$, and $D_\sigma=(8+3.359)/(11+1.253)=0.927$ in units of $\Gamma_0a^2$. Solving the linear problem in (\ref{main}) for $D_*$ gives $0.883$, so $H=0.953$.

\subsection{The dilute limit}

For two vacancies in a growing cell the ratio returns to one. Let $f=(-G)^{-1}v_1$, $Z=M-5+4y$ and $Q=\langle v_1f\rangle=D_{12}$. The drift differs from zero only on a fixed number of positions near contact, and its weighted sum vanishes. So $ZQ$ can be written as a sum of differences of $f$ along a fixed set of short paths. Detailed balance also gives
\begin{equation}
Q=\langle f(-G)f\rangle=\frac1{2Z}\sum_{\rm steps}(\text{weight}\times\text{rate})\,(\delta f)^2 ,
\end{equation}
where $\delta f$ is the change of $f$ in a directed step. By the Cauchy--Schwarz inequality the path sum is at most a constant times $\sqrt{ZQ}$. Hence $ZQ$ is bounded and $D_{12}$ falls at least as fast as $1/M$, while (\ref{closed}) tends to $\Gamma_0a^2$. For two vacancies at fixed $w$, the two diffusivities thus become equal in the dilute limit.

\section{More than two vacancies}

For $w=0$ the total drift vanishes for every $N$: each adjacent pair along $x$ blocks one hop to the right and one to the left, at equal rates. Then $D_\sigma$ is $\Gamma_0a^2$ times the probability that a given neighbour of a vacancy is free,
\begin{equation}
D_\sigma=\Gamma_0a^2\Big(1-\frac{N-1}{M-1}\Big)\qquad(w=0),
\label{block}
\end{equation}
which is $0.8\,\Gamma_0a^2$ for $N=4$, $M=16$. The tagged vacancy has the same first term in (\ref{main}), but its own drift is nonzero when one side is blocked and the other free. So $D_*<D_\sigma$ again; the computed ratio is $0.909$.

With $w\ne0$ and $N>2$ neither argument applies, and I claim no general sign of $D_{12}$. There is a lower bound. Since $(\sum_ix_i)^2\le N\sum_ix_i^2$, equation (\ref{defs}) gives $D_\sigma\le ND_*$, or $H\ge1/N$. A one-dimensional ring with free sites reaches it. Vacancies there cannot pass, so $x_i-x_j$ stays smaller than the circumference. Then $\langle x_1(x_1-x_j)\rangle$ grows no faster than $\sqrt t$, $D_{1j}=D_*$, and (\ref{sumrule}) gives $D_\sigma=ND_*$.

\section{Which diffusivity carries the current}

Apply a weak force $F$ along $x$ to every vacancy, so that each rate is multiplied by $e^{\phi d/2}$, with $\phi=F/k_BT$ and $d$ the change of $X=\sum_ix_i$. Write the steady distribution as $\pi(1+\phi g)$ and let $V=\sum_hk_hd$. To first order in $\phi$, after division by $\pi(C)$ and use of detailed balance, the balance of gain and loss reads
\begin{equation}
\sum_hk_h[g(C_h)-g(C)]+\tfrac12\sum_hk_h[(-d)-d]=0 ,
\end{equation}
because the hop that enters $C$ from $C_h$ has displacement $-d$. This is $Gg=V$, or $g=-(-G)^{-1}V$. The mean total velocity is
\begin{equation}
\phi\Big[\tfrac12\Big\langle\sum_hk_hd^2\Big\rangle+\langle gV\rangle\Big]
=\phi\Big[\tfrac12\Big\langle\sum_hk_hd^2\Big\rangle-\langle V(-G)^{-1}V\rangle\Big]=\phi ND_\sigma .
\end{equation}
Each vacancy drifts at $FD_\sigma/k_BT$. With $F=q\mathcal E$ and $n$ vacancies per area, the sheet conductance is
\begin{equation}
\sigma_s=\frac{nq^2D_\sigma}{k_BT}.
\label{sigma}
\end{equation}
If the force acts on vacancy 1 alone, the same algebra with $d=d_1$ gives the mobility $D_*/k_BT$. A field pushes all vacancies, so using $D_*$ in (\ref{sigma}) answers a different question.

\section{Numbers for four vacancies}

Here $k_BT=0.08617$ eV, $\Gamma_0=9.29\times10^8$ s$^{-1}$ and $\Gamma_0a^2=8.364\times10^{-7}$ cm$^2$/s. Seen from the tagged vacancy, the other three have 455 arrangements, and (\ref{main}) is a linear system of that size. In units of $\Gamma_0a^2$ it gives
\begin{center}
\begin{tabular}{ccccc}
$w$ (eV) & $D_*$ & $(N-1)D_{12}$ & $D_\sigma$ & $H$\\
$-0.1$ & 0.511 & 0.043 & 0.555 & 0.922\\
$0$ & 0.727 & 0.073 & 0.800 & 0.909\\
$+0.1$ & 0.668 & 0.093 & 0.760 & 0.878
\end{tabular}
\end{center}
Two other calculations, which use the same list of hops but not (\ref{main}), reproduce these diffusivities to a relative $10^{-4}$: the steady drift under a weak force, and the decay rate $D\kappa^2$ of $\langle e^{i\kappa x}\rangle$ at small $\kappa$, with $D=D_*$ for $x=x_1$ and $D=ND_\sigma$ for $x=\sum_ix_i$.

For $w=+0.1$ eV the first term of (\ref{main}) is $0.770$ per vacancy. Drift correlations lower the tagged value by $0.770-0.668=0.102$ but the charge value by only $0.770-0.760=0.010$. Most of the backward drift of one vacancy is matched by opposite drift of the others and cancels in the sum. The small remainder shows that the total drift is no longer zero, unlike the case of two vacancies.

At both $w=-0.1$ and $w=+0.1$ eV the two diffusivities lie below their values at $w=0$, yet $H$ is lower in the repulsive case and slightly higher in the attractive one. The lowering is not a rule for every $w$. For two vacancies the slope of (\ref{closed}) with respect to $y$ at $y=1$ is $-(M-5)/(M-1)^2$, which is negative, so weak repulsion ($y$ just below one) raises $D_\sigma$. Nor does the sign of $w$ alone fix the trend of $H$: for two vacancies, attraction of $0.1$ eV lowers $H$ slightly, from $0.971$ to $0.967$.

The dimensional results for $w=+0.1$ eV are
\begin{align}
D_*&=0.66798\times8.3641\times10^{-7}=5.59\times10^{-7}\ \text{cm}^2/\text{s},\nonumber\\
D_\sigma&=0.76048\times8.3641\times10^{-7}=6.36\times10^{-7}\ \text{cm}^2/\text{s}.
\end{align}
With $n=N/Ma^2=2.778\times10^{14}$ cm$^{-2}$, $q=9.606\times10^{-10}$ esu and $k_BT=1.381\times10^{-13}$ erg,
\begin{equation}
\sigma_s=\frac{(2.778\times10^{14})(9.606\times10^{-10})^2(6.361\times10^{-7})}{1.381\times10^{-13}}
=1.18\times10^3\ \text{cm/s},
\end{equation}
or $1.31\times10^{-9}$ S. The tempting value, $1.04\times10^3$ cm/s, is 12\% too low relative to this.

\section{Trajectories and cell size}

Kinetic Monte Carlo obtains the same quantities from displacements directly. Cut a trajectory into blocks of duration $\tau$ with displacements $b_k$. The variance of their sum, divided by twice the total time, tends to
\begin{equation}
D=\frac1{2\tau}\Big[\langle b_0^2\rangle+2\sum_{m\ge1}\langle b_0b_m\rangle\Big]
\simeq\frac{\langle b_0^2\rangle+2\langle b_0b_1\rangle}{2\tau},
\end{equation}
where the last form requires negligible memory beyond the next block. For $D_\sigma$, $b$ is the summed displacement and the result is divided by $N$. With $\tau=4/\Gamma_0$ and $w=+0.1$ eV, the $4\times4$ cell gives $H=0.876\pm0.006$ (one standard error), in agreement with $0.878$.

A $6\times6$ cell with 9 vacancies has the same concentration and gives $H=0.834\pm0.007$. The departure from one survives and is larger there. The $4\times4$ values are therefore numerically accurate for that cell but not converged to an infinite plane, and two sizes do not fix the limit. A size effect is already visible in (\ref{block}): at $w=0$ the charge diffusivity is $12/15=0.80$ in the small cell, $27/35=0.77$ in the larger one, and $0.75$ in the infinite plane.

\section{If the tracer is an oxygen ion}

An isotope experiment labels oxygen ions. Each vacancy hop moves one ion the opposite way, so the summed ion displacement is $-\sum_ix_i$. Shared among $M-N$ ions, its charge diffusivity is
\begin{equation}
D_{\sigma,O}=\frac{N}{M-N}D_\sigma=\frac4{12}\times0.760=0.253
\end{equation}
in units of $\Gamma_0a^2$. The labelled ion has $D_{*,O}=0.159$, so $H_O=0.626$, well below the vacancy ratio $0.878$.

The two ratios differ even for one vacancy, where $H=1$ trivially. The vacancy is then next to the labelled ion on a given side with probability $1/(M-1)$, so the first term of (\ref{main}) for the ion is $\Gamma_0a^2/(M-1)$, which equals $D_{\sigma,O}$. The ion's drift, towards an adjacent vacancy, is not zero, and the second term lowers $D_{*,O}$. Hence $H_O<1$; the $4\times4$ cell gives $0.548$. This value depends strongly on the cell: it falls to $0.499$ for $L=6$ and $0.478$ for $L=10$, towards the correlation factor $1/(\pi-1)=0.467$ of the infinite square lattice. The value $0.626$ above is likewise a $4\times4$ value. Physically, an ion that has just hopped has the vacancy behind it and can hop straight back.

When single vacancy hops on one oxygen sublattice carry both the tracer and the current, a ratio measured with an oxygen isotope therefore has to be compared with $H_O$, computed for the real lattice in a large enough cell, and a simulated vacancy ratio with $H$. All values here belong to a model with nearest-neighbour pair energies and single hops. Long-range Coulomb forces, dopants and collective hops are left out. Equation (\ref{sumrule}) needs only equivalent vacancies and existing limits, whereas (\ref{main}) also needs equilibrium and detailed balance.

\section*{Table of computed values}
\begin{verbatim}
cell: L = 4, sites M = 16, vacancies N = 4
spacing a = 0.30 nm, temperature = 1000 K
attempt frequency = 1.0e+13 1/s, barrier = 0.8 eV
kT = 0.086173 eV, Gamma0 = 9.2935e+08 1/s
Gamma0 a^2 = 8.3641e-07 cm^2/s
Two vacancies, D in units of Gamma0 a^2:
 w = -0.1 eV: D_tag = 0.76179, D_chg = 0.78764, H = 0.96718
 w = +0.0 eV: D_tag = 0.90588, D_chg = 0.93333, H = 0.97059
 w = +0.1 eV: D_tag = 0.88320, D_chg = 0.92698, H = 0.95278
Configurations: tagged vacancy 455, tagged oxygen 1365
Four vacancies, D in units of Gamma0 a^2:
 w = -0.1 eV: w/kT = -1.16045, uncorrelated = 0.57044
   D_tag = 0.51114, (N-1)*D12 = 0.04345, D_chg = 0.55459, H = 0.92166
   oxygen: D_tag = 0.12131, D_chg = 0.18486, H_O = 0.65623
 w = +0.0 eV: w/kT = +0.00000, uncorrelated = 0.80000
   D_tag = 0.72718, (N-1)*D12 = 0.07282, D_chg = 0.80000, H = 0.90897
   oxygen: D_tag = 0.17157, D_chg = 0.26667, H_O = 0.64340
 w = +0.1 eV: w/kT = +1.16045, uncorrelated = 0.77035
   D_tag = 0.66798, (N-1)*D12 = 0.09250, D_chg = 0.76048, H = 0.87836
   oxygen: D_tag = 0.15866, D_chg = 0.25349, H_O = 0.62588
One vacancy: vacancy D = 1 Gamma0 a^2, oxygen H_O = 0.54839
KMC at w = +0.1 eV: 2000 walkers, 20 blocks of 4/Gamma0
 4x4, N=4: D_tag = 0.6706 +- 0.0031, D_chg = 0.7659 +- 0.0069 (Gamma0 a^2)
   H = 0.8756 +- 0.0064 (one standard error)
 6x6, N=9: D_tag = 0.6156 +- 0.0019, D_chg = 0.7385 +- 0.0067 (Gamma0 a^2)
   H = 0.8335 +- 0.0069 (one standard error)
Dimensional results, 4x4 cell, w = +0.1 eV:
 D_tag = 5.5870e-07 cm^2/s
 D_chg = 6.3607e-07 cm^2/s
 vacancy density = 2.7778e+14 1/cm^2, charge = 9.6064e-10 esu
 kT = 1.3806e-13 erg
 sheet conductance = 1.1810e+03 cm/s = 1.3140e-09 S
 estimate with D_tag instead = 1.0373e+03 cm/s
\end{verbatim}
